# Closed G-spinor radial matrices for a point nucleus: verification in Python

```python
"""
Closed gamma-function forms of G-spinor radial matrices (Hartree atomic units).
Large function: NL r^(l+1) exp(-a r^2); small function: NS (d/dr + kappa/r) of
the same primitive. NL, NS > 0 give unit norms. l = kappa for kappa > 0 and
l = -kappa-1 for kappa < 0. With s = a_i+a_j and q = 2 sqrt(a_i a_j)/s:
  overlap LL = q^(l+3/2), overlap SS = q^(l+5/2),
  kinetic SL_ij = sqrt((2l+3)a_j) * overlap SS_ij, kinetic LS = its transpose,
  nuclear LL = -Z sqrt(s) Gamma(l+1)/Gamma(l+3/2) * overlap LL,
  nuclear SS = -Z sqrt(s) Gamma(l+2)/Gamma(l+5/2) * overlap SS * (1+w),
  w = 0 for kappa < 0, (2l+1)s^2/(4l(l+1)a_i a_j) for kappa > 0.
The bare radial large-small integrals of 1 and 1/r are tested as well.
Independent side: quadrature with numerical derivatives and numerical norms,
and the analytic Dirac-Coulomb levels of one-electron erbium.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.special import gamma


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def closed_forms(kappa, exponents, Z, keep_w=True):
    l = orbital_l(kappa)
    a = np.asarray(exponents, dtype=float)
    ai, aj = a[:, None], a[None, :]
    s = ai + aj
    q = 2 * np.sqrt(ai) * np.sqrt(aj) / s
    t = kappa + l + 1
    SLL, SSS = q**(l + 1.5), q**(l + 2.5)
    scale = np.sqrt((2 * l + 3) * aj)
    w = 0.0
    if kappa > 0 and keep_w:
        w = (2 * l + 1) * s**2 / (4 * l * (l + 1) * ai * aj)
    g_large = gamma(l + 1) / gamma(l + 1.5)
    g_small = gamma(l + 2) / gamma(l + 2.5)
    return {
        "SLL": SLL, "SSS": SSS, "KSL": scale * SSS,
        "VLL": -Z * np.sqrt(s) * g_large * SLL,
        "VSS": -Z * np.sqrt(s) * g_small * SSS * (1 + w),
        "LS_one": SLL * np.sqrt(s) * g_large
                  * (t - 2 * (l + 1) * aj / s) / scale,
        "LS_inv": SLL * (2 * s / (2 * l + 1))
                  * (t - (2 * l + 1) * aj / s) / scale,
    }


def quadrature_forms(kappa, exponents, Z):
    """Matrices from the definitions; no gamma functions are used."""
    l = orbital_l(kappa)
    x, wx = np.polynomial.legendre.leggauss(240)
    r_max = 9.0 / np.sqrt(min(exponents))
    r, wr = 0.5 * r_max * (x + 1), 0.5 * r_max * wx

    def primitive(a, z):
        return z**(l + 1) * np.exp(-a * z * z)

    def derivative(a, z):
        return primitive(a, z + 1e-20j).imag / 1e-20

    def small(a, z):
        return derivative(a, z) + kappa * primitive(a, z) / z

    L, dL, S, dS = [], [], [], []
    h = 1e-5
    for a in exponents:
        f, df, g = primitive(a, r), derivative(a, r), small(a, r)
        dg = (small(a, r + h) - small(a, r - h)) / (2 * h)
        nf, ng = np.sqrt(np.sum(wr * f * f)), np.sqrt(np.sum(wr * g * g))
        L.append(f / nf)
        dL.append(df / nf)
        S.append(g / ng)
        dS.append(dg / ng)
    L, dL, S, dS = map(np.array, (L, dL, S, dS))

    def integral(A, B, weight=1.0):
        return (A * (wr * weight)) @ B.T

    matrices = {
        "SLL": integral(L, L), "SSS": integral(S, S),
        "KSL": integral(S, dL + kappa * L / r),
        "VLL": integral(L, L, -Z / r), "VSS": integral(S, S, -Z / r),
        "LS_one": integral(L, S), "LS_inv": integral(L, S, 1 / r),
    }
    reverse_kinetic = integral(L, -dS + kappa * S / r)
    twice_T = integral(dL, dL) + l * (l + 1) * integral(L, L, 1 / r**2)
    return matrices, reverse_kinetic, twice_T


# Matrix elements against quadrature for both signs of kappa
worst, worst_reverse, worst_balance = 0.0, 0.0, 0.0
for kappa in (-4, -3, -2, -1, 1, 2, 3, 4):
    test_exponents = [0.7, 1.6, 2.9]
    formula = closed_forms(kappa, test_exponents, 3.0)
    numeric, reverse, twice_T = quadrature_forms(kappa, test_exponents, 3.0)
    for name in formula:
        worst = max(worst, np.max(np.abs(formula[name] - numeric[name])))
    worst_reverse = max(worst_reverse,
                        np.max(np.abs(formula["KSL"].T - reverse)))
    K = formula["KSL"]
    balance = K.T @ np.linalg.solve(formula["SSS"], K)
    worst_balance = max(worst_balance, np.max(np.abs(balance - twice_T)))
assert worst < 1e-9
assert worst_reverse < 1e-6      # central-difference derivative limits this
assert worst_balance < 1e-9

print("Largest |formula - quadrature|, kappa = -4..4 (a.u.): %.1e" % worst)
print("Largest error of reverse kinetic block (a.u.): %.1e" % worst_reverse)
print("Largest error of kinetic balance identity (a.u.): %.1e" % worst_balance)

# Small worked matrices: same l, opposite signs of kappa
pair = [1.0, 4.0]
print("Matrix example: Z = 1, exponents %.1f and %.1f bohr^-2" % tuple(pair))
labels = [("SLL", "overlap LL", "1"), ("SSS", "overlap SS", "1"),
          ("KSL", "kinetic SL without c", "bohr^-1"),
          ("VLL", "nuclear LL", "hartree"), ("VSS", "nuclear SS", "hartree"),
          ("LS_one", "bare LS integral of 1", "1"),
          ("LS_inv", "bare LS integral of 1/r", "bohr^-1")]
for kappa in (-2, 1):
    m = closed_forms(kappa, pair, 1.0)
    print("kappa = %+d, l = %d; elements 11, 12, 21, 22:"
          % (kappa, orbital_l(kappa)))
    for key, label, unit in labels:
        print("  %s (%s): %.6f %.6f %.6f %.6f"
              % ((label, unit) + tuple(m[key].ravel())))

# One-electron erbium with a fixed point nucleus
c = 1.0 / constants.fine_structure
hartree_eV = constants.physical_constants["Hartree energy in eV"][0]
Z_er = 68
ratio, smallest = 2.0, 0.005 * Z_er**2


def electron_levels(kappa, n, keep_w=True):
    a = smallest * ratio**np.arange(n)
    m = closed_forms(kappa, a, Z_er, keep_w)
    zero = np.zeros((n, n))
    H = np.block([[m["VLL"], c * m["KSL"].T],
                  [c * m["KSL"], m["VSS"] - 2 * c**2 * m["SSS"]]])
    metric = np.block([[m["SLL"], zero], [zero, m["SSS"]]])
    energies = eigh(H, metric, eigvals_only=True)
    assert np.sum(energies < -2 * c**2) == n
    return energies[n:]


def analytic_level(n_principal, kappa):
    g = np.sqrt(kappa**2 - (Z_er / c)**2)
    x = Z_er / c / (n_principal - abs(kappa) + g)
    return c**2 * (1 / np.sqrt(1 + x * x) - 1)


n_basis = 32
print("Er67+ example: Z = %d, c = %.6f a.u." % (Z_er, c))
print("Even-tempered basis: %d pairs, ratio %.1f" % (n_basis, ratio))
print("Smallest, largest exponent (bohr^-2): %.2f, %.3e"
      % (smallest, smallest * ratio**(n_basis - 1)))
levels = {k: electron_levels(k, n_basis) for k in (-1, 1, -2)}
states = [("1s1/2", 1, -1, 0), ("2s1/2", 2, -1, 1),
          ("2p1/2", 2, 1, 0), ("2p3/2", 2, -2, 0)]
found = {}
for name, n_principal, kappa, index in states:
    E, reference = levels[kappa][index], analytic_level(n_principal, kappa)
    found[name] = E
    print("%s basis, analytic, difference (hartree): %.4f %.4f %.1e"
          % (name, E, reference, E - reference))
    # finite basis: steep-function truncation and even-tempered spacing
    assert abs(E - reference) < 2e-5 * abs(reference)
print("1s1/2 basis energy (eV): %.1f" % (found["1s1/2"] * hartree_eV))
print("2p3/2 - 2p1/2 splitting (hartree): %.4f"
      % (found["2p3/2"] - found["2p1/2"]))

without_w = electron_levels(1, n_basis, keep_w=False)[0]
shift = without_w - found["2p1/2"]
assert shift > 1e-3 * abs(found["2p1/2"])
print("2p1/2 with w omitted (hartree): %.4f" % without_w)
print("Error caused by omitting w (hartree): %.4f" % shift)

errors = []
for n in (16, 24, 32):
    error = electron_levels(-1, n)[0] - analytic_level(1, -1)
    errors.append(abs(error))
    print("1s1/2 error with %d pairs (hartree): %.2e" % (n, error))
assert errors[0] > errors[1] > errors[2]

print("ALL CHECKS PASSED")
```

Printed output:

```
Largest |formula - quadrature|, kappa = -4..4 (a.u.): 1.3e-13
Largest error of reverse kinetic block (a.u.): 9.3e-10
Largest error of kinetic balance identity (a.u.): 2.1e-13
Matrix example: Z = 1, exponents 1.0 and 4.0 bohr^-2
kappa = -2, l = 1; elements 11, 12, 21, 22:
  overlap LL (1): 1.000000 0.572433 0.572433 1.000000
  overlap SS (1): 1.000000 0.457947 0.457947 1.000000
  kinetic SL without c (bohr^-1): 2.236068 2.048000 1.024000 4.472136
  nuclear LL (hartree): -1.063846 -0.962884 -0.962884 -2.127692
  nuclear SS (hartree): -0.851077 -0.616245 -0.616245 -1.702154
  bare LS integral of 1 (1): -0.951533 -0.688983 -0.344492 -0.951533
  bare LS integral of 1/r (bohr^-1): -0.894427 -1.024000 -0.512000 -1.788854
kappa = +1, l = 1; elements 11, 12, 21, 22:
  overlap LL (1): 1.000000 0.572433 0.572433 1.000000
  overlap SS (1): 1.000000 0.457947 0.457947 1.000000
  kinetic SL without c (bohr^-1): 2.236068 2.048000 1.024000 4.472136
  nuclear LL (hartree): -1.063846 -0.962884 -0.962884 -2.127692
  nuclear SS (hartree): -2.127692 -2.060571 -2.060571 -4.255384
  bare LS integral of 1 (1): 0.475766 -0.043061 0.947352 0.475766
  bare LS integral of 1/r (bohr^-1): 0.894427 0.256000 2.048000 1.788854
Er67+ example: Z = 68, c = 137.035999 a.u.
Even-tempered basis: 32 pairs, ratio 2.0
Smallest, largest exponent (bohr^-2): 23.12, 4.965e+10
1s1/2 basis, analytic, difference (hartree): -2475.1138 -2475.1139 1.0e-04
2s1/2 basis, analytic, difference (hartree): -629.3235 -629.3235 7.7e-05
2p1/2 basis, analytic, difference (hartree): -629.3253 -629.3235 -1.8e-03
2p3/2 basis, analytic, difference (hartree): -587.1800 -587.1800 4.9e-05
1s1/2 basis energy (eV): -67351.3
2p3/2 - 2p1/2 splitting (hartree): 42.1454
2p1/2 with w omitted (hartree): -587.1800
Error caused by omitting w (hartree): 42.1454
1s1/2 error with 16 pairs (hartree): 1.46e+00
1s1/2 error with 24 pairs (hartree): 1.14e-02
1s1/2 error with 32 pairs (hartree): 9.97e-05
ALL CHECKS PASSED
```
